# A failing check and its repair

Subject: Why a hydrogenic donor binds a second electron: Chandrasekhar's trial function.

```python
"""
Result under test: a negatively charged hydrogenic donor (two electrons, one
unit of donor charge) is NOT bound by the trial function exp(-a(r1+r2)), but IS
bound by exp(-a r1 - b r2) + exp(-b r1 - a r2), by about 0.7 meV when the
effective Rydberg is 26 meV.
Symbols (effective atomic units): a, b orbital exponents; S overlap of the two
normalized 1s orbitals; J, K direct and exchange repulsion; threshold -1/2 is
the neutral donor plus a free electron. The effective hartree is 2 Rydbergs.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar

THRESHOLD = -0.5


# ---------- derived closed formulas ----------
def closed_parts(a, b):
    """Squared overlap, direct energy and cross energy of the two products."""
    p = a + b
    s2 = 64 * (a * b) ** 3 / p ** 6
    direct_rep = a * b * (a * a + 3 * a * b + b * b) / p ** 3
    exchange_rep = 5 * s2 * p / 16
    direct = (a * a + b * b) / 2 - p + direct_rep
    cross = s2 * a * b - s2 * p + exchange_rep
    return s2, direct, cross


def closed_energy(a, b):
    s2, direct, cross = closed_parts(a, b)
    return (direct + cross) / (1 + s2)


# ---------- quadrature over r1 and r2, split at r1 = r2 ----------
v, wv = np.polynomial.legendre.leggauss(120)
v, wv = (v + 1) / 2, wv / 2
t, wt = np.polynomial.legendre.leggauss(40)
t, wt = (t + 1) / 2, wt / 2
big = np.repeat(90 * v ** 2, len(t))
small = big * np.tile(t, len(v))
w_half = np.repeat(180 * v * wv, len(t)) * np.tile(wt, len(v)) * big
R1 = np.concatenate([big, small])
R2 = np.concatenate([small, big])
RMAX = np.concatenate([big, big])
WEIGHT = np.concatenate([w_half, w_half]) * R1 ** 2 * R2 ** 2


def radial(r, power, exponent):
    e = np.exp(-exponent * r)
    return r ** power * e, (power * r ** (power - 1.0) - exponent * r ** power) * e


def quadrature_matrices(basis):
    """Norm, kinetic and potential matrices; a basis function is a sum of
    terms (i, p, j, q) meaning r1^i exp(-p r1) r2^j exp(-q r2)."""
    psi, d1, d2 = [], [], []
    for terms in basis:
        f0 = f1 = f2 = 0
        for i, p, j, q in terms:
            u, du = radial(R1, i, p)
            w, dw = radial(R2, j, q)
            f0, f1, f2 = f0 + u * w, f1 + du * w, f2 + u * dw
        psi.append(f0)
        d1.append(f1)
        d2.append(f2)
    psi, d1, d2 = np.array(psi), np.array(d1), np.array(d2)
    potential = -1 / R1 - 1 / R2 + 1 / RMAX
    norm = (psi * WEIGHT) @ psi.T
    kin = ((d1 * WEIGHT) @ d1.T + (d2 * WEIGHT) @ d2.T) / 2
    pot = (psi * WEIGHT * potential) @ psi.T
    return norm, kin, pot


def quadrature_means(terms):
    n, k, p = quadrature_matrices([terms])
    return k[0, 0] / n[0, 0], p[0, 0] / n[0, 0]


def symmetrized(a, b, i=0, j=0):
    return [(i, a, j, b), (j, b, i, a)]


def lowest_state(norm, ham):
    """Lowest eigenpair after removing near-dependent combinations."""
    d = 1 / np.sqrt(np.diag(norm))
    ev, vec = np.linalg.eigh(norm * np.outer(d, d))
    keep = ev > 1e-10
    x = vec[:, keep] / np.sqrt(ev[keep])
    e, c = np.linalg.eigh(x.T @ (ham * np.outer(d, d)) @ x)
    return e[0], d * (x @ c[:, 0])


# the angular mean of 1/r12 used by the quadrature is 1/max(r1, r2)
shell = quad(lambda c: 0.5 / math.sqrt(1 + 2.5 ** 2 - 5 * c), -1, 1)[0]
assert abs(shell - 1 / 2.5) < 1e-9

# ---------- equal exponents ----------
equal = minimize_scalar(lambda a: sum(quadrature_means([(0, a, 0, a)])),
                        bounds=(0.4, 1.2), method="bounded",
                        options={"xatol": 1e-8})
E_equal = -121 / 256
assert abs(equal.fun - E_equal) < 1e-7
assert abs(equal.x - 11 / 16) < 1e-4
assert equal.fun > THRESHOLD

# ---------- unequal exponents, not symmetrized ----------
for x in (0.1, 0.2, 0.35, 0.5, 0.7, 0.85, 1.0):
    kin, pot = quadrature_means([(0, 1.0, 0, x)])
    best_scaled = -pot ** 2 / (4 * kin)
    g = x ** 3 * (2 + x) / (1 + x) ** 3
    assert abs(best_scaled + (1 + g) ** 2 / (2 * (1 + x * x))) < 1e-6
    assert best_scaled > THRESHOLD
xs = np.linspace(1e-3, 1, 2000)
largest_ratio = np.max(xs * (2 + xs) / (1 + xs) ** 3)
assert abs(largest_ratio - 2 / (3 * math.sqrt(3))) < 1e-6

# ---------- unequal exponents, symmetrized ----------
for a, b in ((1.0, 0.3), (0.9, 0.6), (1.3, 0.25)):
    assert abs(sum(quadrature_means(symmetrized(a, b))) - closed_energy(a, b)) < 1e-7
runs = [minimize(lambda q: closed_energy(math.exp(q[0]), math.exp(q[1])),
                 [math.log(a0), math.log(b0)], method="Nelder-Mead",
                 options={"xatol": 1e-9, "fatol": 1e-14, "maxiter": 2000})
        for a0, b0 in ((1.0, 0.3), (0.8, 0.6), (1.4, 0.2))]
best = min(runs, key=lambda r: r.fun)
a_opt, b_opt = sorted(np.exp(best.x), reverse=True)
E_sym = best.fun
kin_opt, pot_opt = quadrature_means(symmetrized(a_opt, b_opt))
assert abs(kin_opt + pot_opt - E_sym) < 1e-7
assert abs(2 * kin_opt + pot_opt) < 1e-5          # virial theorem
assert E_sym < THRESHOLD
s2_opt, E_direct, cross_opt = closed_parts(a_opt, b_opt)
assert abs(sum(quadrature_means([(0, a_opt, 0, b_opt)])) - E_direct) < 1e-7
assert E_direct > THRESHOLD > cross_opt / s2_opt   # interference gives binding


# ---------- s-wave limit: all radial, no angular correlation ----------
def s_wave_energy(imax, jmax):
    basis = [symmetrized(a_opt, b_opt, i, j)
             for i in range(imax + 1) for j in range(jmax + 1)]
    n, k, p = quadrature_matrices(basis)
    return lowest_state(n, k + p)[0]


E_s_small, E_s = s_wave_energy(2, 3), s_wave_energy(3, 4)
assert abs(E_s_small - E_s) < 1e-4


# ---------- correlated expansion in s=r1+r2, t=r2-r1, u=r12 ----------
def correlated(order, alpha, repulsion=1.0):
    """Energy and pi*n(0), n(0) being the electron density at the donor."""
    pw = [(l, m, n) for m in range(0, order + 1, 2)
          for l in range(order + 1 - m) for n in range(order + 1 - m - l)]
    size = len(pw)
    norm, ham, at_donor = (np.zeros((size, size)) for _ in range(3))
    for i, (l, m, n) in enumerate(pw):
        for j, (l2, m2, n2) in enumerate(pw[:i + 1]):
            def integral(ds, dt, du):
                L, M, N = l + l2 + ds, m + m2 + dt, n + n2 + du
                q = L + M + N + 3
                return math.gamma(q) / ((M + 1) * (M + N + 2) * (2 * alpha) ** q)

            def weighted(ds, dt, du):
                return integral(ds + 2, dt, du + 1) - integral(ds, dt + 2, du + 1)

            kin = (l * l2 * weighted(-2, 0, 0) - alpha * (l + l2) * weighted(-1, 0, 0)
                   + alpha ** 2 * weighted(0, 0, 0) + m * m2 * weighted(0, -2, 0)
                   + n * n2 * weighted(0, 0, -2)
                   + (n * l2 + n2 * l) * (integral(0, 0, 1) - integral(0, 2, -1))
                   - alpha * (n + n2) * (integral(1, 0, 1) - integral(1, 2, -1))
                   + (n * m2 + n2 * m) * (integral(2, 0, -1) - integral(0, 0, 1)))
            pot = (-4 * integral(1, 0, 1)
                   + repulsion * (integral(2, 0, 0) - integral(0, 2, 0)))
            q = l + l2 + m + m2 + n + n2 + 3
            norm[i, j] = norm[j, i] = weighted(0, 0, 0)
            ham[i, j] = ham[j, i] = kin + pot
            at_donor[i, j] = at_donor[j, i] = math.gamma(q) / (2 * alpha) ** q
    energy, c = lowest_state(norm, ham)
    return energy, 4 * (c @ at_donor @ c) / (c @ norm @ c)


free_energy, free_contact = correlated(5, 0.8, repulsion=0.0)
assert abs(free_energy + 1) < 1e-4 and abs(free_contact - 2) < 5e-3
assert abs(correlated(0, 11 / 16)[0] - E_equal) < 1e-12
alphas = np.arange(0.5, 1.01, 0.1)
E_corr4 = min(correlated(4, al)[0] for al in alphas)
E_corr, contact = min(correlated(5, al) for al in alphas)
assert abs(E_corr4 - E_corr) < 5e-4
assert E_corr < E_s < E_sym
angular_share = (E_s - E_corr) / (E_sym - E_corr)
assert angular_share > 0.8

# ---------- worked example: silicon-like shallow donor, rough values ----------
rydberg_meV = 26.0
permittivity = 11.7
mass_t, mass_l = 0.19, 0.92
rough_depth_meV = 45.0
ry_vac_meV = 1e3 * const.value("Rydberg constant times hc in eV")
bohr_nm = 1e9 * const.value("Bohr radius")
k_meV = 1e3 * const.k / const.e
hartree = 2 * rydberg_meV
mass = rydberg_meV * permittivity ** 2 / ry_vac_meV
radius_nm = bohr_nm * permittivity / mass
# independent check of the scale: Ry* = e^2 / (8 pi eps0 eps a*)
ry_check = 1e3 * const.e / (8 * const.pi * const.epsilon_0 * permittivity
                            * radius_nm * 1e-9)
assert abs(ry_check - rydberg_meV) < 1e-5
binding = (THRESHOLD - E_sym) * hartree
assert 0.65 < binding < 0.75
outer_nm = 1.5 / b_opt * radius_nm
inner_nm = 1.5 / a_opt * radius_nm


# ---------- anisotropic mass: common squeeze kappa along the heavy axis ----------
def coulomb_factor(kappa):
    e = math.sqrt(1 - kappa ** 2)
    return math.asin(e) / e


def squeezed_rydberg(kappa):
    tau = (2 / mass_t + 1 / (mass_l * kappa ** 2)) / 3
    return ry_vac_meV * coulomb_factor(kappa) ** 2 / (tau * permittivity ** 2)


kappa = minimize_scalar(lambda q: -squeezed_rydberg(q), bounds=(0.2, 0.99),
                        method="bounded").x
aniso_ry = squeezed_rydberg(kappa)


# one electron, evaluated in the unsqueezed coordinates
def stretch(c):
    return math.sqrt(1 - c * c + c * c / kappa ** 2)


n_int = quad(lambda c: 1 / (4 * stretch(c) ** 3), 0, 1)[0]
k_int = quad(lambda c: ((1 - c * c) / mass_t + c * c / (mass_l * kappa ** 4))
             / (8 * stretch(c) ** 5), 0, 1)[0]
v_int = quad(lambda c: 1 / (4 * permittivity * stretch(c) ** 2), 0, 1)[0]
aniso_check = 2 * ry_vac_meV * v_int ** 2 / (4 * k_int * n_int)
assert abs(aniso_check - aniso_ry) < 1e-5

# two-electron repulsion scales by the same factor (seeded sampling)
rng = np.random.default_rng(7)


def sample(exponent, count=300000):
    d = rng.normal(size=(count, 3))
    d /= np.linalg.norm(d, axis=1)[:, None]
    return d * rng.gamma(3, 1 / (2 * exponent), count)[:, None]


sep = sample(a_opt) - sample(b_opt)
squeezed = sep * np.array([1, 1, kappa])
ratio = (np.mean(1 / np.linalg.norm(squeezed, axis=1))
         / np.mean(1 / np.linalg.norm(sep, axis=1)))
assert abs(ratio / coulomb_factor(kappa) - 1) < 0.005   # sampling noise
aniso_binding = binding * aniso_ry / rydberg_meV

# ---------- other neglected effects ----------
central_shift = rough_depth_meV - aniso_ry
central_change = central_shift * (contact - 1)
field_MV_cm = binding * 1e-3 / (outer_nm * 1e-7) * 1e-6
density_cm3 = 3 / (4 * math.pi * (outer_nm * 1e-7) ** 3)

# ---------- output ----------
print("INPUTS (silicon-like, rough)")
print(f"effective Rydberg            {rydberg_meV:.1f} meV")
print(f"effective hartree            {hartree:.1f} meV")
print(f"relative permittivity        {permittivity:.1f}")
print(f"implied mass                 {mass:.4f} m0")
print(f"effective Bohr radius        {radius_nm:.3f} nm")
print("EQUAL EXPONENTS")
print(f"best exponent                {equal.x:.4f} 1/a*")
print(f"energy                       {equal.fun:.5f} hartree*")
print(f"energy                       {equal.fun * hartree:.3f} meV")
print(f"threshold                    {THRESHOLD * hartree:.3f} meV")
print(f"height above threshold       {(equal.fun - THRESHOLD) * hartree:.3f} meV")
print(f"largest g/x^2, product only  {largest_ratio:.4f}")
print("SYMMETRIZED UNEQUAL EXPONENTS")
print(f"a                            {a_opt:.4f} 1/a*")
print(f"b                            {b_opt:.4f} 1/a*")
print(f"squared overlap S^2          {s2_opt:.4f}")
print(f"direct energy                {E_direct:.5f} hartree*")
print(f"cross term                   {cross_opt:.5f} hartree*")
print(f"cross term / S^2             {cross_opt / s2_opt:.5f} hartree*")
print(f"kinetic energy               {kin_opt:.5f} hartree*")
print(f"potential energy             {pot_opt:.5f} hartree*")
print(f"total energy                 {E_sym:.5f} hartree*")
print(f"total energy                 {E_sym * hartree:.3f} meV")
print(f"binding of second electron   {THRESHOLD - E_sym:.5f} hartree*")
print(f"binding of second electron   {binding:.3f} meV")
print(f"gain from symmetrization     {(E_direct - E_sym) * hartree:.3f} meV")
print(f"inner orbital mean radius    {inner_nm:.2f} nm")
print(f"outer orbital mean radius    {outer_nm:.2f} nm")
print(f"outer orbital mean radius    {outer_nm * 10:.0f} angstrom")
print("WHAT THE TRIAL FUNCTION LACKS")
print(f"s-wave expansion energy      {E_s:.5f} hartree*")
print(f"s-wave binding               {(THRESHOLD - E_s) * hartree:.3f} meV")
print(f"correlated energy            {E_corr:.4f} hartree*")
print(f"correlated binding           {(THRESHOLD - E_corr) * hartree:.2f} meV")
print(f"angular share of the rest    {100 * angular_share:.0f} %")
print("WHAT THE MODEL NEGLECTS")
print(f"rough masses mt, ml          {mass_t:.2f}, {mass_l:.2f} m0")
print(f"best squeeze kappa           {kappa:.3f}")
print(f"anisotropic donor depth      {aniso_ry:.1f} meV")
print(f"binding, anisotropic mass    {aniso_binding:.2f} meV")
print(f"rough real donor depth       {rough_depth_meV:.0f} meV")
print(f"central-cell shift           {central_shift:.0f} meV")
print(f"pi n(0), correlated          {contact:.3f}")
print(f"first-order binding change   {central_change:.1f} meV")
print(f"kT at 4.2 K                  {k_meV * 4.2:.2f} meV")
print(f"kT at 300 K                  {k_meV * 300:.1f} meV")
print(f"temperature with kT=binding  {binding / k_meV:.1f} K")
print(f"field scale for detachment   {field_MV_cm:.1e} MV/cm")
print(f"donor density at contact     {density_cm3:.1e} cm^-3")
print("finished without a failed check")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 147, in <module>
    assert abs(E_s_small - E_s) < 1e-4
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The s-wave expansion was not converged: its two basis sizes differed by more than the allowed 1e-4 hartree. Every basis function paired a compact orbital with a diffuse one, so configurations with both electrons close to the donor were poorly represented. The basis now holds all symmetrized pairs of orthogonal Laguerre orbitals with one common exponent, and 8 and 11 orbitals are compared at the unchanged tolerance. A check that the quadrature reproduces the orthogonality of these pairs is added; no other test or tolerance changes.

The change:

```diff
@@ -13,4 +13,5 @@
 from scipy.integrate import quad
 from scipy.optimize import minimize, minimize_scalar
+from scipy.special import eval_genlaguerre
 
 THRESHOLD = -0.5
@@ -48,12 +49,16 @@
 
 
-def radial(r, power, exponent):
+def radial(r, n, exponent):
+    """Laguerre orbital number n and its slope; n = 0 is exp(-exponent*r)."""
     e = np.exp(-exponent * r)
-    return r ** power * e, (power * r ** (power - 1.0) - exponent * r ** power) * e
+    x = 2 * exponent * r
+    poly = eval_genlaguerre(n, 2, x) if n > 0 else np.ones_like(r)
+    slope = -eval_genlaguerre(n - 1, 3, x) if n > 0 else np.zeros_like(r)
+    return poly * e, exponent * (2 * slope - poly) * e
 
 
 def quadrature_matrices(basis):
     """Norm, kinetic and potential matrices; a basis function is a sum of
-    terms (i, p, j, q) meaning r1^i exp(-p r1) r2^j exp(-q r2)."""
+    terms (i, p, j, q): orbital i, exponent p for r1; orbital j, q for r2."""
     psi, d1, d2 = [], [], []
     for terms in basis:
@@ -137,12 +142,15 @@
 
 # ---------- s-wave limit: all radial, no angular correlation ----------
-def s_wave_energy(imax, jmax):
-    basis = [symmetrized(a_opt, b_opt, i, j)
-             for i in range(imax + 1) for j in range(jmax + 1)]
+def s_wave_energy(orbitals, exponent=0.6):
+    """All symmetrized pairs of orthogonal Laguerre orbitals."""
+    basis = [symmetrized(exponent, exponent, i, j)
+             for i in range(orbitals) for j in range(i, orbitals)]
     n, k, p = quadrature_matrices(basis)
+    d = 1 / np.sqrt(np.diag(n))
+    assert np.max(np.abs(n * np.outer(d, d) - np.eye(len(n)))) < 1e-6
     return lowest_state(n, k + p)[0]
 
 
-E_s_small, E_s = s_wave_energy(2, 3), s_wave_energy(3, 4)
+E_s_small, E_s = s_wave_energy(8), s_wave_energy(11)
 assert abs(E_s_small - E_s) < 1e-4
 
```

The mended program passes:

```
INPUTS (silicon-like, rough)
effective Rydberg            26.0 meV
effective hartree            52.0 meV
relative permittivity        11.7
implied mass                 0.2616 m0
effective Bohr radius        2.367 nm
EQUAL EXPONENTS
best exponent                0.6875 1/a*
energy                       -0.47266 hartree*
energy                       -24.578 meV
threshold                    -26.000 meV
height above threshold       1.422 meV
largest g/x^2, product only  0.3849
SYMMETRIZED UNEQUAL EXPONENTS
a                            1.0392 1/a*
b                            0.2832 1/a*
squared overlap S^2          0.3051
direct energy                -0.48232 hartree*
cross term                   -0.18758 hartree*
cross term / S^2             -0.61485 hartree*
kinetic energy               0.51330 hartree*
potential energy             -1.02661 hartree*
total energy                 -0.51330 hartree*
total energy                 -26.692 meV
binding of second electron   0.01330 hartree*
binding of second electron   0.692 meV
gain from symmetrization     1.611 meV
inner orbital mean radius    3.42 nm
outer orbital mean radius    12.54 nm
outer orbital mean radius    125 angstrom
WHAT THE TRIAL FUNCTION LACKS
s-wave expansion energy      -0.51448 hartree*
s-wave binding               0.753 meV
correlated energy            -0.5277 hartree*
correlated binding           1.44 meV
angular share of the rest    92 %
WHAT THE MODEL NEGLECTS
rough masses mt, ml          0.19, 0.92 m0
best squeeze kappa           0.573
anisotropic donor depth      29.6 meV
binding, anisotropic mass    0.79 meV
rough real donor depth       45 meV
central-cell shift           15 meV
pi n(0), correlated          1.028
first-order binding change   0.4 meV
kT at 4.2 K                  0.36 meV
kT at 300 K                  25.9 meV
temperature with kT=binding  8.0 K
field scale for detachment   5.5e-04 MV/cm
donor density at contact     1.2e+17 cm^-3
finished without a failed check
```
